# Trap Resonances in a Biased Dielectric Barrier by Transfer Matrices

A 3 nm dielectric film under 1.5 V contains a trap well 0.4 nm wide. At the resonance energy, which rounds to $-0.2242$ eV measured from the Fermi level of the left electrode, the WKB exponential alone puts the transmission of the trap-free film at $3.1\times10^{-17}$. The transfer-matrix value with the trap present is 0.986. A scan with 1 meV steps does not show this either: its largest value is $2.9\times10^{-7}$, and it finds less than a thousandth of the area under the peak. The scheme below locates the peak without resolving it on an energy grid.

## Model and units

The electron moves along $x$ at normal incidence, elastically and without interaction with other electrons. Energies are in eV and lengths in nm. The film occupies $0<x<L$, with potential

$$V(x)=\phi-Fx-U\,\Theta\!\left(\tfrac w2-|x-x_t|\right),$$

where $\Theta$ is the unit step and $F>0$ is the force in eV/nm. The example has $L=3.0$, $\phi=3.6$, $F=0.5$ (5 MV/cm), $x_t=1.4$, $w=0.4$ and $U=4.8$. The film mass is $0.5\,m_e$. The electrodes are free-electron metals with mass $m_e$ and Fermi energy $E_F=7$ eV, so their band bottoms lie at $-E_F$ and $-E_F-FL$.

With $c=\hbar^2/m$, the effective-mass equation is $-\tfrac12(c\psi')'+V\psi=E\psi$. Integrating it across an interface shows that $\chi=c\psi'$ is continuous, as is $\psi$. The equation becomes

$$\psi'=\chi/c,\qquad \chi'=2(V-E)\psi. \tag{1}$$

Here $\hbar^2/m_e=0.0762$ eV nm², hence $c=0.1524$ eV nm² in the film.

## From slices to transmission

In a slice of width $h$ and constant $V$, (1) gives $\psi''=\kappa^2\psi$ with $\kappa^2=2(V-E)/c$. The solution with given $\psi,\chi$ at the left edge is $\psi\cosh\kappa s+(\chi/c\kappa)\sinh\kappa s$. Evaluating it and $c$ times its derivative at $s=h$ gives

$$\begin{pmatrix}\psi\\ \chi\end{pmatrix}_{\!x+h}=\begin{pmatrix}\cosh\kappa h&\sinh\kappa h/(c\kappa)\\ c\kappa\sinh\kappa h&\cosh\kappa h\end{pmatrix}\begin{pmatrix}\psi\\ \chi\end{pmatrix}_{\!x}. \tag{2}$$

The determinant is $\cosh^2\kappa h-\sinh^2\kappa h=1$. For $E>V$, $\kappa$ is imaginary, but the entries are even in $\kappa$ and stay real. Multiplying the slices from left to right gives a matrix $M$ with rows $(A,B)$ and $(C,D)$ and determinant 1.

In an electrode define $q=\hbar^2k/m_e$, which is $\hbar$ times the velocity:

$$q_L=\sqrt{2(\hbar^2/m_e)(E+E_F)},\qquad q_R=\sqrt{2(\hbar^2/m_e)(E+E_F+FL)}.$$

For unit incident amplitude, the left state is $(1+r,\ iq_L(1-r))$. The right state is $(t,\ iq_Rt)$, with the phase of $t$ referred to $x=L$. Since $\det M=1$, $M^{-1}$ has rows $(D,-B)$ and $(-C,A)$, so

$$1+r=(D-iq_RB)t,\qquad iq_L(1-r)=(-C+iq_RA)t.$$

Dividing the second equation by $iq_L$ gives $1-r=(q_RA+iC)t/q_L$. Adding the first removes $r$:

$$t=\frac{2q_L}{\Delta},\qquad \Delta=q_LD+q_RA+i(C-q_Lq_RB).$$

The ratio of transmitted to incident flux is

$$T=\frac{q_R}{q_L}|t|^2=\frac{4q_Lq_R}{|\Delta|^2}. \tag{3}$$

## What WKB contains

For slowly varying $\kappa$ in a trap-free barrier, write $u=c\kappa$, $\sigma(x)=\int_0^x\kappa\,dx'$ and $S=\sigma(L)$. Then

$$\psi\simeq u^{-1/2}(ae^{-\sigma}+be^{\sigma}),\qquad \chi\simeq u^{1/2}(-ae^{-\sigma}+be^{\sigma}).$$

At $x=L$, $\psi=t$ and $\chi=iq_Rt$. Eliminating $b$ gives $a=te^{S}(u_R-iq_R)/(2\sqrt{u_R})$. The $b$ term at $x=0$ is smaller by $e^{-2S}$ and is dropped. There $1+r=a/\sqrt{u_L}$ and $1-r=ia\sqrt{u_L}/q_L$, whose sum is $2=a(q_L+iu_L)/(q_L\sqrt{u_L})$. Eliminating $a$ and forming the flux ratio,

$$T\simeq\frac{4q_Lu_L}{q_L^2+u_L^2}\,\frac{4q_Ru_R}{q_R^2+u_R^2}\,e^{-2S}. \tag{4}$$

At the resonance energy the wall factors multiply to 3.83, so (4) gives $3.832\times3.093\times10^{-17}=1.185\times10^{-16}$. The matrices give $1.188\times10^{-16}$ for the bare film. WKB therefore treats the bare film well.

Skipping the allowed well in the action raises $e^{-2S}$ to $5.2\times10^{-15}$ but creates no peak. Since $d\kappa/dE=-1/(c\kappa)<0$ in the forbidden parts, this estimate rises smoothly with $E$ throughout the bias window. What it lacks is the interference of waves reflected inside the well.

## Bracketing a level whose width is unknown

The element $B(E)$ is $\psi(L)$ for the solution that starts with $\psi(0)=0$, $\chi(0)=1$. Its zeros are the levels of the film between hard walls. No electrode quantity enters $B$, so its sign change does not become narrow when the resonance does.

Let a dot denote $\partial/\partial E$. From (1), $\dot\chi'=2(V-E)\dot\psi-2\psi$, and therefore

$$(\psi\dot\chi-\dot\psi\chi)'=-2\psi^2.$$

The bracket vanishes at $x=0$, where the starting values are fixed. At a zero $x_0$ of $\psi$ this leaves $\dot\psi\chi=2\int_0^{x_0}\psi^2dx>0$. The zero moves with energy as

$$\frac{dx_0}{dE}=-\frac{\dot\psi}{\psi'}=-\frac{c\,\dot\psi}{\chi}<0.$$

Zeros thus enter at $x=L$ and move left as $E$ rises. The number of interior zeros equals the number of hard-wall levels below $E$, and each root of $B$ is simple. The difference of node counts at the two ends of an energy interval gives the number of roots that must be found. If two roots share one grid cell and hide their sign changes, the count reveals it.

For a well widened to 1.2 nm and centred at 1.5 nm, with the other settings held fixed, the search between $-1.9$ and 2.0 eV gives $-1.6117$, $-0.5474$ and 1.0908 eV. Finite-difference diagonalization on a 0.001 nm grid gives the same digits.

The search should stay below the lower barrier edge, here $\phi-FL=2.1$ eV. Above it, a hard wall can hold levels that the open film does not keep as narrow resonances.

## From level to pole

A state with outgoing waves on both sides and no incident wave requires $\Delta(E)=0$. Its energy is complex, $E_p=E_r-i\Gamma/2$. Let its wave function be $\varphi$, with $\chi_\varphi=c\varphi'$. Equation (1) and its complex conjugate give

$$(\varphi^*\chi_\varphi-\varphi\chi_\varphi^*)'=-2(E_p-E_p^*)|\varphi|^2=2i\Gamma|\varphi|^2.$$

Outgoing conditions are $\chi_\varphi=iq_R\varphi$ at $L$ and $\chi_\varphi=-iq_L\varphi$ at 0. Integrating over the film, normalizing $\int_0^L|\varphi|^2dx=1$ and neglecting the tiny imaginary parts of $q$ gives

$$\Gamma=\Gamma_L+\Gamma_R,\qquad \Gamma_j=q_j|\varphi_j|^2. \tag{5}$$

Each partial width is $\hbar$ times an escape rate.

The hard-wall level is a good Newton start because, when $u$ and $q$ are of similar size at the walls, it lies within about one width of the pole. Near the right wall, let the part of the trap state that decays towards the wall have value $d$ there. The open state adds a reflected part $g$ with $-ud+ug=iq(d+g)$, so $\varphi_R=2ud/(u-iq)$. The hard-wall state $\eta$ has $\eta=0$ and $\chi_\eta=-2ud$. For two solutions of (1), the derivative of $\eta\chi_\varphi-\varphi\chi_\eta$ is $-2(E_p-E_{\rm wall})\eta\varphi$. Integrating over the film, with $\eta$ normalized and $\int_0^L\eta\varphi\,dx\simeq1$ because the two states differ appreciably only near the walls, the right wall contributes

$$\tfrac12\varphi_R\chi_\eta=-\frac{2u^2d^2}{u-iq}=-\tfrac12(u+iq)|\varphi_R|^2$$

to $E_p-E_{\rm wall}$, and the left wall contributes likewise. The imaginary parts reproduce (5). The real parts give

$$E_{\rm wall}-E_r\simeq\tfrac12\sum_j\Gamma_j\,u_j/q_j.$$

In the example $u_L/q_L=1.06$ and $u_R/q_R=0.75$, which predicts a shift of $0.46\,\Gamma$. The computed shift is $0.462\,\Gamma$.

## Height and area of the peak

Let $\psi$ now be the scattering state at real $E$ near $E_r$, and let $W=\varphi\chi_\psi-\psi\chi_\varphi$. From (1), $W'=-2(E-E_p)\varphi\psi$. At $L$ both states are outgoing and $W\simeq0$, since $q_R$ hardly changes between $E$ and $E_p$. At 0,

$$W(0)=iq_L\varphi_L(1-r)+iq_L\varphi_L(1+r)=2iq_L\varphi_L.$$

Integration gives $(E-E_p)\int\varphi\psi\,dx=iq_L\varphi_L$. Near resonance $\psi\simeq\alpha\varphi$. The trap part of $\varphi$ can be chosen real, so $\int\varphi^2dx\simeq1$. Then $\alpha=iq_L\varphi_L/(E-E_p)$, $t=\alpha\varphi_R$, and

$$T=\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+\Gamma^2/4}. \tag{6}$$

The height is $4\Gamma_L\Gamma_R/\Gamma^2$. Since $\int dy/(y^2+g^2)=\pi/g$ with $g=\Gamma/2$, the area is $2\pi\Gamma_L\Gamma_R/\Gamma$. The exponentially small factors cancel in the height when the two sides are balanced, but remain in the area.

Newton's method gives $E_r=-0.22424867$ eV and $\Gamma=2.717\times10^{-7}$ eV, a lifetime $\hbar/\Gamma=2.42$ ns. The pole wave function gives $\Gamma_L=1.517\times10^{-7}$ eV and $\Gamma_R=1.200\times10^{-7}$ eV. Their product is $1.820\times10^{-14}$ eV², so

$$T_{\rm peak}=\frac{4(1.820\times10^{-14})}{(2.717\times10^{-7})^2}=0.986,\qquad \text{area}=\frac{2\pi(1.820\times10^{-14})}{2.717\times10^{-7}}=4.21\times10^{-7}\ {\rm eV}.$$

The nearest point of the 1 meV scan is 0.249 meV from the peak. There (6) gives $2.9\times10^{-7}$, the maximum quoted at the start.

Equation (6) is local. At $E_r-0.5$ eV it predicts $7.3\times10^{-14}$ with fixed widths, whereas the matrices give $4.3\times10^{-15}$. Most of the difference comes from the widths, which shrink as the energy falls. Deepening the well to 5.385 eV moves the level down to that energy; with the widths found there, (6) at a distance of 0.5 eV gives $5.9\times10^{-15}$.

Trap position controls the balance. With the other settings fixed:

| $x_t$ (nm) | $E_r$ (eV) | $\Gamma$ (eV) | peak $T$ |
|---|---:|---:|---:|
| 1.0 | −0.024 | $4.08\times10^{-5}$ | $1.54\times10^{-4}$ |
| 1.4 | −0.224 | $2.72\times10^{-7}$ | 0.986 |
| 1.8 | −0.424 | $1.11\times10^{-5}$ | $1.75\times10^{-4}$ |

For very unequal widths the height tends to $4\Gamma_{\min}/\Gamma_{\max}$ and the area to $2\pi\Gamma_{\min}$. A broad resonance can therefore carry less current than a narrow, balanced one.

## Pseudocode and cost

```text
matrix(E):
    M = identity
    for each slice, left to right:
        M = slice_matrix(V_slice, E) * M
    return M

find_resonances(E_low, E_high):
    evaluate B(E) on a coarse grid
    refine each sign change to E_wall by bracketing
    require root count = nodes(E_high) - nodes(E_low)
    for each E_wall:
        solve Delta(E) = 0 by complex Newton from E_wall
        E_r = Re(E);  Gamma = -2 Im(E)
        propagate (1, -i q_L) from x = 0 to get phi
        normalize phi; compute Gamma_L and Gamma_R
        add peak area 2 pi Gamma_L Gamma_R / Gamma
```

One energy costs $O(N)$ operations for $N$ slices. The example uses $N=300$ and a 0.05 eV search grid. Sampling the 1.5 eV window at $\Gamma/10$ would take about $5.5\times10^7$ energies. The Newton derivative can use a central difference of $10^{-4}$ eV, much wider than $\Gamma$, because $\Delta$ is smooth even where $1/|\Delta|^2$ is sharp.

## Accuracy and failure modes

Slice edges should coincide with the well edges. With midpoint potentials, the error in a slice is $\delta V=Fs$, where $s$ is measured from its centre. For density $\rho=|\varphi|^2$, the first-order energy error is

$$\sum_jF\rho'_j\int_{-h/2}^{h/2}s^2ds=\frac{Fh^2}{12}\sum_jh\rho'_j\simeq\frac{Fh^2}{12}[\rho(L)-\rho(0)].$$

The edge densities are exponentially small, so the next order, $h^4$, dominates. Compared with adaptive integration of (1), the error in $E_r$ is $4.7\times10^{-7}$ eV for $h=0.10$ nm and $2.9\times10^{-8}$ eV for 0.05 nm, an observed order of 4.04. The width converges only as $h^2$: its relative error is $1.4\times10^{-4}$ at 0.10 nm and $3.6\times10^{-5}$ at 0.05 nm. At the working step of 0.01 nm, $E_r$ and $\Gamma$ agree with that integration to the digits quoted.

Rounding sets a thickness limit. Away from resonance $\Delta$ contains terms of relative size $e^{S_f}$, where $S_f$ is the action of the two forbidden parts; at a balanced resonance these cancel. Here $e^{S_f}=(5.2\times10^{-15})^{-1/2}=1.4\times10^7$, and double precision leaves a relative error of order $10^{-9}$, apart from accumulation over slices. The cancellation loses all digits when $S_f$ approaches 36. At the mean decay constant of this film, 6.3 nm$^{-1}$, that means nearly 6 nm of forbidden path. Higher-precision arithmetic moves the limit.

Two further cases need care. At $E=V$, the quotient $\sinh(\kappa h)/\kappa$ must be replaced by its limit $h$. If two poles lie within a few widths of each other, (6) no longer describes either alone, although (3) still holds.

## Bias and leakage

With the left electrode and trap fixed, $\partial V/\partial F=-x$. First-order perturbation theory gives $dE_r/dF=-\langle x\rangle$, apart from exponentially small edge terms. Both sides evaluate to $-1.406$ nm, so an extra 1 MV/cm lowers the level by 0.14 eV. Linear extrapolation puts the level at the left Fermi energy near 3.4 MV/cm. Below that field this resonance lies above the filled states of the left electrode at zero temperature.

When the whole peak lies inside the bias window, one transverse channel with two independent spins carries

$$I=\frac{2e}{h_{\rm P}}\int T\,dE=(7.75\times10^{-5}\ {\rm A/V})(4.21\times10^{-7}\ {\rm V})=32.6\ {\rm pA},$$

where $h_{\rm P}$ is Planck's constant. The bare film's area over the same window is $7.8\times10^{-17}$ eV, smaller by a factor of $5\times10^9$.

The parameters resemble a thin silica-like film between copper-like electrodes, at half a rough breakdown field of 10 MV/cm. In much thicker films the coherent peak loses its practical meaning. For 10 nm at 1 MV/cm with the trap at 4.8 nm, the model still gives a height near 1, but $\Gamma$ is $1.0\times10^{-26}$ eV, a lifetime of about 2000 years. The planar well represents a sheet, not a point defect; a spherical well of equal width and binding would need a depth of about 12 eV. Image forces, with a rough optical permittivity of 2.1, lower $E_r$ by 0.16 eV and multiply $\Gamma$ by about 4 when the divergent image potential is cut off at $-E_F$; the factor falls to 2.8 if the cutoff is placed at the left Fermi level, while the shift of $E_r$ is unchanged. Reducing the film mass to $0.4\,m_e$ raises $E_r$ to $-0.01$ eV and multiplies $\Gamma$ by 11. The parabolic band is also rough for a level more than 3 eV deep in a gap of about 9 eV: a two-band dispersion with the same band-edge mass would lower $S_f$ by about 3 and raise $\Gamma$ roughly twentyfold at fixed $E_r$. The widths and the current are therefore model values, not predictions for silica.

Coherence is the weakest assumption. The lifetime spans about 35,000 periods of a 0.06 eV phonon, and losing phase about once in that time is enough to weaken the coherent peak. As an illustration, spreading the same area over a Lorentzian 0.06 eV wide would leave a height of $4.5\times10^{-6}$. Charging matters too. For a trap state confined to about $w$ in all three directions, rather than a sheet, its scale, $e^2/(4\pi\varepsilon_0\varepsilon w)$ with $\varepsilon=3.9$, is 0.92 eV, enough to lift a second electron's level above the left Fermi energy. If the trap holds at most one electron, its occupation $p$ obeys $2\Gamma_L(1-p)=\Gamma_Rp$. With the partial widths of the planar model carried over, the current $e\Gamma_Rp/\hbar$ is then $(\Gamma_L+\Gamma_R)/(2\Gamma_L+\Gamma_R)=0.64$ of the value above, or 21 pA. This correction leaves out energy loss to phonons.
